# Driving-force dependence of the differential Marcus transfer coefficient: a numerical check

```python
"""
Result under test: for Marcus electron transfer from the Fermi level alone,
    alpha = -kT d ln k / d dG = (1 + dG/lam)/2,
so alpha departs from 1/2 by delta at |dG| = 2*delta*lam.
Symbols: dG  free energy of the reduction step (eV), driving force = -dG
         lam reorganisation energy (eV), kT thermal energy (eV)
         k   rate up to a constant factor, alpha differential coefficient
The rate is computed from its definition, the Boltzmann density of zero energy
gap in a two-mode harmonic model, without using the Marcus formula.
Mode coordinates are dimensionless, so stiffnesses are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

EV = const.e
KB_EV = const.k / EV
LAM = 1.0
DELTA = 0.1
TEMP = 298.15
KT = KB_EV * TEMP
STIFF = (2.0, 5.0)
SHARE = (0.35, 0.65)      # parts of lam carried by the two modes
GRID = np.linspace(-3.0, 4.0, 1401)
STEP = 1e-4               # eV, for central differences


def surfaces(x, y, dG, lam):
    """Reactant and product energies of the two-mode model."""
    a = np.sqrt(2 * SHARE[0] * lam / STIFF[0])
    b = np.sqrt(2 * SHARE[1] * lam / STIFF[1])
    reactant = 0.5 * STIFF[0] * x**2 + 0.5 * STIFF[1] * y**2
    product = (0.5 * STIFF[0] * (x - a)**2
               + 0.5 * STIFF[1] * (y - b)**2 + dG)
    return reactant, product


def crossing(x, dG, lam):
    """y at which the surfaces meet for given x, and slope of gap along y."""
    r0, p0 = surfaces(x, 0.0, dG, lam)
    r1, p1 = surfaces(x, 1.0, dG, lam)
    slope = (p1 - r1) - (p0 - r0)
    return -(p0 - r0) / slope, slope


def barrier(dG, lam=LAM):
    """Lowest reactant energy on the crossing line, found numerically."""
    def energy(x):
        y, _ = crossing(x, dG, lam)
        return surfaces(x, y, dG, lam)[0]
    return minimize_scalar(energy, bracket=(0.0, 0.5), tol=1e-10).fun


partition_cache = {}


def partition(which, lam, kT):
    """Configuration integral of one well, with dG set to zero."""
    key = (which, lam, kT)
    if key not in partition_cache:
        xx, yy = np.meshgrid(GRID, GRID, indexing="ij")
        energy = surfaces(xx, yy, 0.0, lam)[which]
        inner = trapezoid(np.exp(-energy / kT), GRID, axis=1)
        partition_cache[key] = trapezoid(inner, GRID)
    return partition_cache[key]


def rate(dG, lam=LAM, kT=KT, start=0):
    """Density of zero gap in the starting well (0 reactant, 1 product)."""
    y, slope = crossing(GRID, dG, lam)
    energy = surfaces(GRID, y, dG, lam)[start]
    if start == 1:
        energy = energy - dG      # measured from the product minimum
    top = trapezoid(np.exp(-energy / kT) / np.abs(slope), GRID)
    return top / partition(start, lam, kT)


def log_slope(func, dG):
    return (np.log(func(dG + STEP)) - np.log(func(dG - STEP))) / (2 * STEP)


def alpha_numeric(dG, lam=LAM, kT=KT):
    return -kT * log_slope(lambda g: rate(g, lam, kT), dG)


def alpha_reverse(dG):
    return KT * log_slope(lambda g: rate(g, start=1), dG)


# Barrier, full rate, and forward and reverse coefficients
for g in (-0.6, -0.2, 0.0, 0.3):
    assert abs(barrier(g) - (LAM + g)**2 / (4 * LAM)) < 1e-8
    gauss = np.exp(-(LAM + g)**2 / (4 * LAM * KT))
    gauss /= np.sqrt(4 * np.pi * LAM * KT)
    assert abs(rate(g) / gauss - 1) < 1e-8
    assert abs(alpha_numeric(g) - 0.5 * (1 + g / LAM)) < 1e-7
    assert abs(alpha_reverse(g) - 0.5 * (1 - g / LAM)) < 1e-7

# The coefficient is the fractional position of the crossing point
a_shift = np.sqrt(2 * SHARE[0] * LAM / STIFF[0])
best = minimize_scalar(
    lambda x: surfaces(x, crossing(x, -0.2, LAM)[0], -0.2, LAM)[0],
    bracket=(0.0, 0.5), tol=1e-10)
position = best.x / a_shift
assert abs(position - alpha_numeric(-0.2)) < 1e-5

# Driving force by root search, also for other temperature and lam
dG_low = brentq(lambda g: alpha_numeric(g) - (0.5 - DELTA), -0.8, 0.3)
dG_high = brentq(lambda g: alpha_numeric(g) - (0.5 + DELTA), -0.3, 0.8)
assert abs(-dG_low - 2 * DELTA * LAM) < 1e-6
assert abs(dG_high - 2 * DELTA * LAM) < 1e-6
kT_hot = KB_EV * 350.0
dG_hot = brentq(lambda g: alpha_numeric(g, LAM, kT_hot) - 0.4, -0.8, 0.3)
assert abs(dG_hot - dG_low) < 1e-6
lam_small = 0.7
dG_small = brentq(lambda g: alpha_numeric(g, lam_small) - 0.4, -0.6, 0.3)
assert abs(-dG_small - 2 * DELTA * lam_small) < 1e-6


# Integral (secant) coefficient from the numerical barrier
def beta_numeric(g):
    return (barrier(g) - barrier(0.0)) / g


for g in (-0.4, -0.2, 0.3):
    assert abs(beta_numeric(g) - (0.5 + g / (4 * LAM))) < 1e-6
dG_secant = brentq(lambda g: beta_numeric(g) - 0.4, -0.8, -0.1)
assert abs(dG_secant + 4 * DELTA * LAM) < 1e-6

# Rate gain and local Tafel slopes
gain = rate(dG_low) / rate(0.0)
gain_half = np.exp(-0.5 * dG_low / KT)
assert abs(gain / np.exp((0.25 - 0.16) * LAM / KT) - 1) < 1e-4
assert gain < gain_half


def tafel(g):
    """Potential change per decade of rate, in mV."""
    change = np.log10(rate(g - STEP)) - np.log10(rate(g + STEP))
    return 1000 * 2 * STEP / change


tafel_zero, tafel_low = tafel(0.0), tafel(dG_low)
assert abs(tafel_low - 1000 * np.log(10) * KT / 0.4) < 1e-2

# One mode with unequal stiffness: one half is lost at equal minima
k_before, k_after, shift = 2.0, 2.4, 1.0


def barrier_unequal(g):
    def gap(x):
        return 0.5 * k_after * (x - shift)**2 + g - 0.5 * k_before * x**2
    x_cross = brentq(gap, 0.0, shift, xtol=1e-14)
    return 0.5 * k_before * x_cross**2


alpha_unequal = (barrier_unequal(STEP) - barrier_unequal(-STEP)) / (2 * STEP)
root_b, root_a = np.sqrt(k_before), np.sqrt(k_after)
assert abs(alpha_unequal - root_b / (root_b + root_a)) < 1e-6
assert abs(alpha_unequal - 0.5) > 0.01

# Flat electronic continuum with constant coupling, for comparison
LEVELS = np.linspace(-3.0, 3.0, 12001)


def continuum_weight(g, kT):
    marcus = np.exp(-(LAM + g - LEVELS)**2 / (4 * LAM * kT))
    return expit(-LEVELS / kT) * marcus


def alpha_continuum(g, kT=KT):
    return -kT * log_slope(
        lambda z: trapezoid(continuum_weight(z, kT), LEVELS), g)


def mean_level(g, kT=KT):
    w = continuum_weight(g, kT)
    return trapezoid(LEVELS * w, LEVELS) / trapezoid(w, LEVELS)


for g in (-0.3, -0.2, 0.0, 0.2):
    identity = 0.5 + (g - mean_level(g)) / (2 * LAM)
    assert abs(alpha_continuum(g) - identity) < 1e-6
assert abs(alpha_continuum(0.0) - 0.5) < 1e-6
alpha_cont = alpha_continuum(-0.2)
level_cont = mean_level(-0.2)
assert level_cont < 0 and 0.4 < alpha_cont < 0.5
dG_cont = brentq(lambda g: alpha_continuum(g) - 0.4, -0.5, -0.1)
kT_cold = KT / 10
dG_cold = brentq(lambda g: alpha_continuum(g, kT_cold) - 0.4, -0.5, -0.1)
excess, excess_cold = -dG_cont - 0.2, -dG_cold - 0.2
assert 0 < excess_cold < 0.2 * excess

to_kj = EV * const.N_A / 1000
print(f"reorganisation energy: {LAM:.3f} eV")
print(f"departure from one half: {DELTA:.3f}")
print(f"temperature: {TEMP:.2f} K")
print(f"thermal energy kT: {KT:.6f} eV")
print(f"driving force for alpha 0.4: {-dG_low:.4f} eV")
print(f"same driving force: {-dG_low * to_kj:.2f} kJ/mol")
print(f"driving force for alpha 0.6: {-dG_high:.4f} eV")
print(f"driving force for alpha 0.4 at 350 K: {-dG_hot:.4f} eV")
print(f"smaller reorganisation energy tried: {lam_small:.3f} eV")
print(f"its driving force for alpha 0.4: {-dG_small:.4f} eV")
print(f"barrier at zero driving force: {barrier(0.0):.4f} eV")
print(f"barrier at alpha 0.4: {barrier(dG_low):.4f} eV")
print(f"barrier at alpha 0.6: {barrier(dG_high):.4f} eV")
print(f"crossing position at alpha 0.4: {position:.4f}")
print(f"reverse coefficient there: {alpha_reverse(dG_low):.4f}")
print(f"rate gain from zero to that driving force: {gain:.2f}")
print(f"gain if alpha stayed one half: {gain_half:.2f}")
print(f"Tafel slope at zero driving force: {tafel_zero:.1f} mV/decade")
print(f"Tafel slope at alpha 0.4: {tafel_low:.1f} mV/decade")
print(f"integral coefficient there: {beta_numeric(dG_low):.4f}")
print(f"driving force for integral 0.4: {-dG_secant:.4f} eV")
print(f"unequal stiffness ratio after/before: {k_after / k_before:.2f}")
print(f"alpha at equal minima, unequal stiffness: {alpha_unequal:.4f}")
print(f"continuum alpha at driving force 0.2 eV: {alpha_cont:.4f}")
print(f"continuum mean electron level there: {level_cont:.4f} eV")
print(f"continuum driving force for alpha 0.4: {-dG_cont:.4f} eV")
print(f"low temperature for comparison: {TEMP / 10:.3f} K")
print(f"continuum driving force at low temperature: {-dG_cold:.4f} eV")
print("tests ok")
```

Printed output:

```
reorganisation energy: 1.000 eV
departure from one half: 0.100
temperature: 298.15 K
thermal energy kT: 0.025693 eV
driving force for alpha 0.4: 0.2000 eV
same driving force: 19.30 kJ/mol
driving force for alpha 0.6: -0.2000 eV
driving force for alpha 0.4 at 350 K: 0.2000 eV
smaller reorganisation energy tried: 0.700 eV
its driving force for alpha 0.4: 0.1400 eV
barrier at zero driving force: 0.2500 eV
barrier at alpha 0.4: 0.1600 eV
barrier at alpha 0.6: 0.3600 eV
crossing position at alpha 0.4: 0.4000
reverse coefficient there: 0.6000
rate gain from zero to that driving force: 33.21
gain if alpha stayed one half: 49.02
Tafel slope at zero driving force: 118.3 mV/decade
Tafel slope at alpha 0.4: 147.9 mV/decade
integral coefficient there: 0.4500
driving force for integral 0.4: 0.4000 eV
unequal stiffness ratio after/before: 1.20
alpha at equal minima, unequal stiffness: 0.4772
continuum alpha at driving force 0.2 eV: 0.4105
continuum mean electron level there: -0.0210 eV
continuum driving force for alpha 0.4: 0.2236 eV
low temperature for comparison: 29.815 K
continuum driving force at low temperature: 0.2026 eV
tests ok
```
